# Axial silicide growth in a nanowire fed by surface nickel

## Problem

A long silicon nanowire of diameter $d$ touches a nickel pad at one end. On heating, nickel leaves the pad, travels along the wire surface and turns silicon into silicide. The silicide forms a segment of length $L(t)$ between the pad edge, at $z=0$, and a flat silicide/silicon front, at $z=L$. Each nickel atom that reaches the front has crossed the whole segment already formed.

The model has these ingredients.

- Mobile nickel on the silicide surface has density $n(z,t)$ per surface area and diffusivity $D$.
- The pad is inexhaustible and holds $n=n_0$ at $z=0$. The reaction is fast, so the front holds its equilibrium value $n=n_e<n_0$. Let $\Delta n=n_0-n_e$.
- The silicide contains $N$ nickel atoms per volume, not counting the mobile layer. The wire is round and keeps its diameter.
- No nickel leaves the surface on the way, none moves ahead of the front, and none diffuses through the silicide volume. Nickel arriving at the rim of the front spreads over it without resistance.
- $D$, $n_0$ and $n_e$ do not depend on $d$, and $L(0)=0$.

(a) Estimate by scaling how $L$ depends on time and diameter.

(b) Solve the model exactly, and find when the estimate of (a) holds.

(c) Evaluate $L$ after 60 s for a 40 nm wire with $N=25\ \mathrm{nm^{-3}}$, $D=5\times10^{6}\ \mathrm{nm^2/s}$, $n_0=0.11\ \mathrm{nm^{-2}}$ and $n_e=0.01\ \mathrm{nm^{-2}}$. Compare with the estimate, and estimate how far several of the neglected processes could move the result.

## First estimate by scaling

Drop all numerical factors. A segment of length $L$ has volume of order $d^2L$ and has consumed about $Nd^2L$ nickel atoms.

These atoms came along the surface. The density falls by $\Delta n$ over the distance $L$, so the flux per unit length of perimeter is of order $D\,\Delta n/L$. The perimeter is of order $d$, and in time $t$ the surface delivers about $d\,(D\,\Delta n/L)\,t$ atoms. Equating demand and supply,

$$
N d^2 L\sim \frac{d\,D\,\Delta n\,t}{L}
\quad\Longrightarrow\quad
L\sim\sqrt{\frac{D\,\Delta n\,t}{N d}} .
$$

The square root of time arises because the segment lengthens its own supply path. The diameter enters because the surface supplies in proportion to $d$ while the cross-section demands in proportion to $d^2$. One power of $d$ is left, and it stands under the root together with $t$: the estimate is $L\propto\sqrt{t/d}$, not $\sqrt t/d$.

The estimate ignores the nickel stored in the mobile layer, of order $dL\,n_0$. Compared with the nickel in the silicide this is a fraction of order $n_0/(Nd)$. If this number is small, the density profile also has time to settle while the front hardly moves: diffusion across the segment takes a time of order $L^2/D$, and by the estimate $L^2/(Dt)\sim\Delta n/(Nd)$, which is no larger.

## Exact solution

### Equations

The surface flux is $j=-D\,\partial n/\partial z$, positive away from the pad. Conservation of mobile nickel gives

$$
\frac{\partial n}{\partial t}=-\frac{\partial j}{\partial z}
=D\frac{\partial^2 n}{\partial z^2},\qquad 0<z<L(t).
$$

The condition at the moving front follows from a ledger of all nickel in the segment. With perimeter $P=\pi d$ and area $A=\pi d^2/4$, the total is

$$
M=ANL+P\int_0^{L}n\,dz .
$$

Nickel enters at the pad edge alone, so $\dot M=P\,j(0,t)$. Differentiating the integral, whose upper limit moves,

$$
\dot M=AN\dot L+P\,n_e\dot L+P\int_0^L\frac{\partial n}{\partial t}\,dz
=(AN+Pn_e)\dot L+P\,[\,j(0,t)-j(L,t)\,].
$$

The terms in $j(0,t)$ cancel. Dividing by $P$ and using $A/P=d/4$,

$$
\left(\frac{Nd}{4}+n_e\right)\dot L=-D\left.\frac{\partial n}{\partial z}\right|_{z=L}.
$$

The first term on the left is nickel built into the silicide. The second is the mobile layer that must cover each newly formed piece of surface.

### Similarity solution

The model contains no fixed length along $z$, which suggests a profile that depends on $z$ and $t$ through one combination:

$$
n=f(u),\qquad u=\frac{z}{2\sqrt{Dt}},\qquad L=2\eta\sqrt{Dt}.
$$

With constant $\eta$ the front sits at $u=\eta$, where $f$ has the constant value $n_e$, as required. The derivatives are

$$
\frac{\partial n}{\partial t}=-\frac{u}{2t}f',\qquad
\frac{\partial^2 n}{\partial z^2}=\frac{f''}{4Dt}.
$$

The diffusion equation becomes $f''=-2uf'$. One integration gives $f'=-Ce^{-u^2}$. A second, with $f(0)=n_0$, gives

$$
f(u)=n_0-\frac{\sqrt\pi}{2}\,C\,\mathrm{erf}\,u .
$$

Setting $f(\eta)=n_e$ fixes the constant:

$$
C=\frac{2\,\Delta n}{\sqrt\pi\,\mathrm{erf}\,\eta}.
$$

For the front condition we need

$$
\dot L=\eta\sqrt{\frac Dt},\qquad
-D\left.\frac{\partial n}{\partial z}\right|_{L}
=\frac{D\,C e^{-\eta^2}}{2\sqrt{Dt}}
=\frac{C e^{-\eta^2}}{2}\sqrt{\frac Dt}.
$$

The factor $\sqrt{D/t}$ cancels, which confirms that a constant $\eta$ works. What remains is

$$
\left(\frac{Nd}{4}+n_e\right)\eta=\frac{\Delta n\,e^{-\eta^2}}{\sqrt\pi\,\mathrm{erf}\,\eta},
$$

or, after rearrangement,

$$
\sqrt\pi\,\eta\,e^{\eta^2}\,\mathrm{erf}\,\eta=S,\qquad
S=\frac{4\,\Delta n}{Nd+4n_e}.
$$

The left side is a product of increasing functions and rises from zero without bound, so each $S>0$ gives one positive root $\eta$. Within this model $L=2\eta\sqrt{Dt}$ holds for every $S$. The square-root law in time therefore needs no small parameter. The diameter acts through $S$, and its law does need one.

### Thin mobile layer

For small $\eta$, use $e^{\eta^2}\simeq1+\eta^2$ and $\mathrm{erf}\,\eta\simeq(2/\sqrt\pi)(\eta-\eta^3/3)$. Then

$$
S\simeq2\eta^2(1+\eta^2)\left(1-\frac{\eta^2}{3}\right)
\simeq2\eta^2\left(1+\frac{2\eta^2}{3}\right).
$$

In the correction we may put $\eta^2\simeq S/2$, which gives $2\eta^2\simeq S(1-S/3)$. Hence

$$
L^2=4\eta^2Dt\simeq2SDt\left(1-\frac S3\right).
$$

If also $4n_e\ll Nd$, then $S\simeq4\Delta n/(Nd)$, and at leading order

$$
\boxed{\,L=\sqrt{Kt},\qquad K=\frac{8D\,\Delta n}{Nd}\,}
$$

This is the asked law, $L\propto\sqrt{t/d}$. Keeping the first correction from each approximation,

$$
L\simeq\sqrt{Kt}\left(1-\frac S6-\frac{2n_e}{Nd}\right).
$$

The same limit can be read directly. For small $\eta$ the error function is linear over the segment, so $n\simeq n_0-\Delta n\,z/L$ and the flux is $D\,\Delta n/L$ everywhere. The front balance then reads

$$
\frac{Nd}{4}\dot L=\frac{D\,\Delta n}{L}
\quad\Longrightarrow\quad
\frac{d(L^2)}{dt}=2L\dot L=\frac{8D\,\Delta n}{Nd}=K .
$$

Of the factor 8, a factor 4 is geometric, from $P/A=4/d$, and a factor 2 comes from $d(L^2)/dt=2L\dot L$.

## Comparison of the two

### The example

The growth constant is

$$
K=\frac{8\,(5\times10^6)(0.10)}{25\times40}\ \mathrm{nm^2/s}=4000\ \mathrm{nm^2/s},
$$

and after 60 s

$$
L=\sqrt{4000\times60}\ \mathrm{nm}\approx490\ \mathrm{nm}=0.49\ \mathrm{\mu m}.
$$

The front then moves at $K/(2L)\approx4.1$ nm/s. The scaling estimate lacks the 8 under the root, so it is smaller by $\sqrt8\approx2.8$ and gives about 173 nm. Its exponents are right, but its length is not good enough for design.

At the same 60 s, the boxed law gives 693 nm for $d=20$ nm and 346 nm for $d=80$ nm. Doubling the diameter from 40 to 80 nm shortens the segment by $\sqrt2$, not by 2.

Here $S=4.0\times10^{-4}$. The corrections $S/6$ and $2n_e/(Nd)$ add up to $8.7\times10^{-5}$, relative to $\sqrt{Kt}$. Storage in the mobile layer is thus negligible in this wire.

### Where the diameter law bends

The local diameter exponent follows from the exact solution. From the definition of $S$,

$$
\frac{d\ln S}{d\ln d}=-\frac{Nd}{Nd+4n_e}.
$$

From $S\simeq2\eta^2(1+2\eta^2/3)$ we have $d\ln S/d\ln\eta\simeq2+4\eta^2/3\simeq2(1+S/3)$. Dividing the first by the second, and using $L\propto\eta$ at fixed $t$,

$$
\frac{d\ln L}{d\ln d}\simeq-\frac12\left(1-\frac S3\right)\frac{Nd}{Nd+4n_e}.
$$

This expression holds for small $S$, where both factors weaken the dependence on diameter. To see this at work, take a deliberately dense layer, $n_0=10$ and $n_e=1\ \mathrm{nm^{-2}}$, with $D$ and $N$ unchanged. This $n_0$ exceeds one (111) atomic layer, about $8\ \mathrm{nm^{-2}}$, where a constant $D$ cannot be expected, so the case exercises the equations and does not describe a real surface. At $d=4$ nm this gives $S=0.35$. A finite-difference solution of the moving-boundary equations, on a grid that stretches with the segment, gives 0.93 of the length $\sqrt{Kt}$. Between 4 and 8 nm the diameter exponent is $-0.45$, while the time exponent remains 0.50.

In the formal limit $d\to0$ the ratio $S$ tends to $\Delta n/n_e$ and the diameter drops out. Nearly all nickel then stays in the mobile layer, and supply and demand both scale with the perimeter.

### Thick wires: nickel through the volume

Let the silicide volume also carry nickel, with a flux per area $\Pi/L$, where $\Pi$ is the volume diffusivity times the difference in dissolved concentration. With settled profiles the two paths add:

$$
NA\dot L=\frac{P D\,\Delta n+A\,\Pi}{L}
\quad\Longrightarrow\quad
L^2=Kt\left(1+\frac{d}{d^*}\right),\qquad d^*=\frac{4D\,\Delta n}{\Pi}.
$$

For $d\gg d^*$ this becomes $L^2=2\Pi t/N$, independent of diameter, since supply and demand both scale with the area. With an assumed $\Pi=500\ \mathrm{nm^{-1}s^{-1}}$ the crossover is at $d^*=4000$ nm, and the 40 nm segment gains 0.5 %. The crossover value assumes that nickel spreads freely over the front. That assumption fails at this diameter: after 60 s the formula gives a segment only 69 nm long, while the spreading length $\ell$ derived below is 1000 nm even for $D_i=D$. If the front stays flat, spreading therefore weakens the surface path in thick wires, moves the crossover well below 4000 nm and makes it depend on time. The formula for $d^*$ applies when $L\gg\ell$.

### Short segments: a finite reaction speed

If the reaction is not infinitely fast, the density at the front, $n_L$, stays above $n_e$. Take a linear rate law, $\dot L=v_0(n_L-n_e)/\Delta n$, where $v_0$ is the speed at full supply, $n_L=n_0$, and does not depend on $d$. The settled flux now obeys

$$
\frac{Nd}{4}\dot L=\frac{D(n_0-n_L)}{L}
=\frac{D\,\Delta n}{L}\left(1-\frac{\dot L}{v_0}\right).
$$

Multiply by $L/(D\,\Delta n)$, use $Nd/(4D\,\Delta n)=2/K$, and divide by $\dot L$:

$$
\frac{dt}{dL}=\frac{2L}{K}+\frac1{v_0}
\quad\Longrightarrow\quad
t=\frac{L^2}{K}+\frac{L}{v_0}.
$$

Segments much shorter than $K/v_0$ grow linearly in time and independently of diameter. Much longer ones approach the square-root law. For an assumed $v_0=100$ nm/s the dividing length is 40 nm, and the segment after 60 s is 470 nm long, 4 % below the boxed result.

### Spreading over the front

Nickel arrives at the rim of the front but is needed over its whole area. Suppose it spreads along the interface with diffusivity $D_i$ and areal density $m(r)$. A flat front moving at speed $v=\dot L$ consumes $Nv$ atoms per area and time, so with negligible storage

$$
\frac{D_i}{r}\frac{d}{dr}\left(r\frac{dm}{dr}\right)=Nv .
$$

Integrating once, with no flux at the centre, gives $dm/dr=Nvr/(2D_i)$. Integrating again from the centre to $r=d/2$,

$$
m(d/2)-m(0)=\frac{Nv\,d^2}{16D_i}.
$$

Let the centre sit at $n_e$ and let the density be continuous at the rim. Then the rim stands above $n_e$ by this amount. The total drop $\Delta n$ is shared between the segment and the front:

$$
\Delta n=\frac{NdvL}{4D}+\frac{Nvd^2}{16D_i}
=\frac{Ndv}{4D}\,(L+\ell),\qquad \ell=\frac{d\,D}{4D_i}.
$$

The front acts as an extra path of length $\ell$. Integrating $2(L+\ell)\dot L=K$,

$$
L^2+2\ell L=Kt,\qquad L=-\ell+\sqrt{\ell^2+Kt}.
$$

If $D_i=D$, then $\ell=10$ nm and $L=480$ nm, a loss of 2 %. If $D_i=D/10$, then $\ell=100$ nm and $L=400$ nm, a loss of 18 %. These figures depend on placing $n_e$ at the centre, which is a choice. If the area mean of $m$ sits at $n_e$ instead, the rim excess is $Nvd^2/(32D_i)$, $\ell$ is halved, and the losses are 1 % and 10 %. For a front that stays flat, slow spreading is thus a serious threat to the simple law, more so in thick wires, because $\ell\propto d$. A front free to curve could run ahead at the rim, where nickel is more plentiful, and this estimate would not apply to it.

As long as the front stays flat, reaction and spreading distort the diameter law in opposite directions. When both corrections are small, $L\simeq\sqrt{Kt}-K/(2v_0)-\ell$. Relative to $\sqrt{Kt}$, the reaction loss scales as $d^{-1/2}$ at fixed time and costs thin wires more, which flattens the dependence on $d$. The spreading loss scales as $d^{3/2}$ and steepens it. With $v_0=100$ nm/s and $D_i=D$ acting together, the finite-difference solution gives an exponent of $-0.515$ between 20 and 80 nm at 60 s; with $\ell$ halved, the settled-profile law gives $-0.497$. A measured exponent near $-1/2$ would therefore not by itself exclude these effects, since they can partly cancel.

### The example beside a real wire

The parameters are meant for a segment resembling $\mathrm{NiSi_2}$ near 450 °C. This silicide has one nickel atom for two silicon atoms and nearly the lattice spacing of silicon, which supports the value of $N$ and the assumption of a constant diameter. The values of $D$, $\Delta n$, $\Pi$, $v_0$ and $D_i$ are round assumptions and may be far from those of a given wire. In the boxed law surface supply enters through the product $D\,\Delta n$, and a tenfold error in it changes $L$ by a factor $\sqrt{10}\approx3.2$. Where reaction or spreading also limits growth, $D$ and $\Delta n$ act separately and the factor can lie on either side. Raising $D$ tenfold at fixed $v_0$ or $D_i$ gives less: 2.9 for $v_0=100$ nm/s, and 2.1 for $D_i=5\times10^5\ \mathrm{nm^2/s}$. Raising $\Delta n$ tenfold leaves $\ell$ unchanged and gives more, 3.6 for $\ell=100$ nm; with the rate constant $v_0/\Delta n$ fixed it gives 3.25.

In the boxed law temperature acts through the same product. If it follows an Arrhenius law with an assumed activation energy $E=1$ eV, a furnace at 733 K instead of 723 K changes the length at fixed time by

$$
\exp\left[\frac{E}{2k_B}\left(\frac1{723\ \mathrm K}-\frac1{733\ \mathrm K}\right)\right]-1\approx12\ \%,
$$

where the 2 comes from the square root in $L$. For these numbers a 10 K error matters more than volume diffusion or a finite reaction speed.

A real wire can also break assumptions that are not sized here. Nickel may leave the surface or run ahead of the front, an oxide shell may alter or block the surface path, other nickel silicides may form with a different $N$ and strain the wire, nucleation may delay the start, and a small pad may run out. The law $L\propto\sqrt{t/d}$ is therefore limited to one phase growing from a steady supply, with a negligible starting length and with $t$ counted from the start of growth. The effects sized above must be small, and $D\,\Delta n$ must be the same at each diameter. Wires with like surfaces favour this but do not ensure it, since surface energy can make $n_e$ depend on $d$.
